\section*{Charge-State Envelope and Effective Correlation Energy of a Three-State Defect}

\section*{Data and conventions}

A point defect $D$ in a semiconductor can hold charge $se$ with $s=+1$, $0$ or $-1$. Forming it in charge state $s$ transfers $s$ electrons to a reservoir at the Fermi energy $E_F$, so its formation energy is
\begin{equation}
E_s(E_F)=E_s(0)+sE_F .
\end{equation}
Here $E_F$ is measured from the valence-band edge, and the atomic chemical potentials are fixed. Each energy belongs to the relaxed geometry of its own charge state. No other charge state competes. The band gap is $1.12$~eV, and
\begin{equation}
E_{+}(0)=1.60~\text{eV},\qquad E_0(0)=2.60~\text{eV},\qquad E_{-}(0)=3.35~\text{eV}.
\end{equation}
The level $\varepsilon(a/b)$ is the Fermi energy at which states $a$ and $b$ have equal formation energy. Thermal occupation is neglected until part (e).

\section*{(a) Construct the lower envelope}

\textit{Find the three crossings and the stable charge state at each Fermi energy in the gap.}

\textbf{Answer.} Equating the lines in pairs gives
\begin{align}
E_+(0)+E_F=E_0(0)&\;\Rightarrow\;\varepsilon(+/0)=2.60-1.60=1.000~\text{eV},\\
E_0(0)=E_-(0)-E_F&\;\Rightarrow\;\varepsilon(0/-)=3.35-2.60=0.750~\text{eV},\\
E_+(0)+E_F=E_-(0)-E_F&\;\Rightarrow\;\varepsilon(+/-)=\frac{3.35-1.60}{2}=0.875~\text{eV}.
\end{align}
A crossing belongs to the envelope only if no third line lies below it. The energies at the crossings and band edges are, in eV:
\begin{center}
\begin{tabular}{ccccc}
$E_F$ & $E_+$ & $E_0$ & $E_-$ & lowest\\
0.000 & 1.600 & 2.600 & 3.350 & $+$\\
0.750 & 2.350 & 2.600 & 2.600 & $+$\\
0.875 & 2.475 & 2.600 & 2.475 & $+$ and $-$\\
1.000 & 2.600 & 2.600 & 2.350 & $-$\\
1.120 & 2.720 & 2.600 & 2.230 & $-$
\end{tabular}
\end{center}
The neutral state is also absent between the tabulated points. The smaller of two numbers cannot exceed their mean, and $E_F$ cancels from the mean of the outer lines:
\begin{equation}
\min(E_+,E_-)\le\frac{E_++E_-}{2}=\frac{1.60+3.35}{2}=2.475~\text{eV}<2.60~\text{eV}.
\end{equation}
The envelope is therefore
\begin{equation}
E_{\rm env}=\begin{cases}1.60~\text{eV}+E_F,&E_F\le0.875~\text{eV},\\3.35~\text{eV}-E_F,&E_F\ge0.875~\text{eV}.\end{cases}
\end{equation}
It rises with slope $+1$ and then falls with slope $-1$, with no flat neutral section.

\section*{(b) Determine the sign of the correlation energy}

\textit{For consecutive charges $q+1,q,q-1$, define $U=E_{q+1}+E_{q-1}-2E_q$. Relate $U$ to the envelope, then decide its sign for this defect.}

\textbf{Answer.} The coefficient of $E_F$ in $U$ is $(q+1)+(q-1)-2q=0$, so $U$ does not depend on the Fermi energy. Write the two single-electron levels as
\begin{equation}
\varepsilon_1=\varepsilon(q+1/q)=E_q(0)-E_{q+1}(0),\qquad
\varepsilon_2=\varepsilon(q/q-1)=E_{q-1}(0)-E_q(0).
\end{equation}
Subtracting the first from the second gives
\begin{equation}
\varepsilon_2-\varepsilon_1=E_{q-1}(0)+E_{q+1}(0)-2E_q(0)=U .
\end{equation}
The middle line, measured from each outer line, is
\begin{equation}
E_q-E_{q+1}=\varepsilon_1-E_F,\qquad E_q-E_{q-1}=E_F-\varepsilon_2 .
\end{equation}
The middle state is lowest when neither difference is positive, that is, when $\varepsilon_1\le E_F\le\varepsilon_2$. If the Fermi energy is unrestricted, this leaves three cases:
\begin{itemize}
\item For $U>0$, the middle state is stable over an interval of length $U$.
\item For $U=0$, all three lines meet at one point.
\item For $U<0$, the conditions contradict each other and the middle state is nowhere stable.
\end{itemize}

The excess of the middle state over the lower outer state is the larger of the two differences. One falls and the other rises with $E_F$, so the larger is least where they are equal:
\begin{equation}
E_F=\frac{\varepsilon_1+\varepsilon_2}{2}=\frac{E_{q-1}(0)-E_{q+1}(0)}{2},\qquad
\text{least excess}=\frac{\varepsilon_1-\varepsilon_2}{2}=-\frac U2 .
\end{equation}
This Fermi energy is the crossing of the outer lines. For the given defect,
\begin{equation}
U=1.60+3.35-2(2.60)=-0.250~\text{eV}=-250~\text{meV}.
\end{equation}
The defect has negative effective correlation energy. Its neutral state lies at least $0.125$~eV above the envelope.

For well-separated defects, the reaction $2D^0\rightarrow D^++D^-$ changes the energy by $E_++E_--2E_0=U$. Two neutral defects therefore lower their total energy by $0.250$~eV when one gives an electron to the other.

\section*{(c) Test what the gap alone can show}

\textit{Repeat the analysis first with $E_0(0)=2.35$~eV and the charged energies unchanged, then with $(E_+,E_0,E_-)=(1.60,3.00,4.60)$~eV at $E_F=0$. Does absence of the neutral state from the gap prove $U<0$?}

\textbf{Answer.} In the first case,
\begin{align}
\varepsilon(+/0)&=2.35-1.60=0.750~\text{eV},\\
\varepsilon(0/-)&=3.35-2.35=1.000~\text{eV},\\
U&=1.000-0.750=+0.250~\text{eV}.
\end{align}
The neutral state is now stable between the two levels. The outer lines still cross at $0.875$~eV, but that crossing lies above the neutral line and is not part of the envelope.

In the second case,
\begin{align}
\varepsilon(+/0)&=3.00-1.60=1.400~\text{eV},\\
\varepsilon(0/-)&=4.60-3.00=1.600~\text{eV},\\
U&=1.600-1.400=+0.200~\text{eV}.
\end{align}
Both levels lie above the gap, so only the positive state is stable inside it. The neutral state is missing from the gap although $U>0$, so its absence does not prove a negative $U$.

A direct kink from $q+1$ to $q-1$ inside the gap is stronger evidence. At such a kink the middle line cannot lie below the outer two, so $-U/2\ge0$ and $U\le0$. The case $U=0$ is the triple crossing.

\section*{(d) Explain how $U$ can be negative}

\textit{Let $n=0,1,2$ electrons occupy the defect in its $+,0,-$ states, and couple them to a lattice coordinate $x$ through}
\begin{equation}
E(n,x)=ne_0+\frac W2n(n-1)+\frac K2x^2-Fnx,\qquad K>0 .
\end{equation}
\textit{Find $U$, and evaluate it for $W=0.30$~eV, $K=880$~eV/nm$^2$ and $F=22$~eV/nm.}

\textbf{Answer.} Here $e_0$ is a one-electron energy, $W$ the repulsion at fixed $x$, $K$ a stiffness and $F$ the force per electron. Setting $\partial E/\partial x=Kx-Fn=0$ gives $x_n=Fn/K$. This is a minimum because $K>0$. Substitution gives
\begin{equation}
E_n=ne_0+\frac W2n(n-1)+\frac{F^2n^2}{2K}-\frac{F^2n^2}{K}
=ne_0+\frac W2n(n-1)-\frac{F^2n^2}{2K}.
\end{equation}
With $E_{n=0}=0$, the second difference is
\begin{align}
U&=E_{n=2}+E_{n=0}-2E_{n=1}\nonumber\\
&=\left(2e_0+W-\frac{2F^2}{K}\right)-2\left(e_0-\frac{F^2}{2K}\right)
=W-\frac{F^2}{K}.
\end{align}
The relaxation energy grows as $n^2$, so two electrons on one site gain more than two electrons on separate sites. In this model $U<0$ when $F^2/K>W$. The numbers give $F^2/K=0.550$~eV, a displacement of $0.025$~nm per electron, and $U=0.30-0.550=-0.250$~eV. The parameters were chosen to reproduce the result of part (b). They show that the mechanism is sufficient, not that it acts with these strengths in a particular defect.

\section*{(e) Include temperature}

\textit{The charged states are nondegenerate and the neutral state is a spin doublet. Find the largest equilibrium neutral fraction and the width of the charge switch at 300~K.}

\textbf{Answer.} Let $\Delta=E_F-\varepsilon(+/-)$ and $r=e^{U/2kT}$. Relative to the energy at the outer crossing, the three energies are $+\Delta$, $-U/2$ and $-\Delta$ for $+$, $0$ and $-$. Their statistical weights are $e^{-\Delta/kT}$, $2r$ and $e^{\Delta/kT}$. Dividing by the sum gives the neutral fraction and mean charge:
\begin{equation}
f_0=\frac{r}{\cosh(\Delta/kT)+r},\qquad
\bar s=-\frac{\sinh(\Delta/kT)}{\cosh(\Delta/kT)+r}.
\end{equation}
The hyperbolic cosine is least at $\Delta=0$, so the largest neutral fraction is $r/(1+r)$. At 300~K, $kT=0.02585$~eV and $r=e^{-0.125/0.02585}$, which gives $0.79\%$.

For the width, set $\bar s=-0.9$ and $y=e^{\Delta/kT}$. Then
\begin{equation}
y-\frac1y=0.9\left(y+\frac1y+2r\right)
\;\Rightarrow\;y^2-18ry-19=0
\;\Rightarrow\;y=9r+\sqrt{81r^2+19}.
\end{equation}
The positive root is taken because $y>0$. By symmetry, $\bar s=+0.9$ occurs at the opposite $\Delta$, so the full width is $2kT\ln y=0.077$~eV. The sharp kink becomes a switch of this width.

The weights also give
\begin{equation}
\frac{f_0^2}{f_+f_-}=4e^{U/kT}=e^{(U+2kT\ln2)/kT}.
\end{equation}
Spin entropy thus changes the effective $U$ from $-0.250$ to $-0.214$~eV at 300~K. Vibrational entropy is omitted, as is any difference in the number of equivalent orientations of the three states; three times as many orientations for the neutral state would raise its largest fraction to $2.3\%$. To cancel the remainder, the combination $S_++S_--2S_0$ of these omitted entropies, spin excluded, would have to be about $-8.3k$.

\section*{(f) Judge the result for a real defect}

\textit{How accurate must the energies be, what does a periodic-cell error do, and may $0.875$~eV serve as a single-electron recombination level?}

\textbf{Answer.} If each energy may be wrong by up to $d$, the error of $U$ is at most $d+d+2d=4d$. The negative sign is therefore guaranteed for $d<0.250/4=0.0625$~eV.

Correlated errors behave differently. Adding $a+bs+Cs^2$ to each energy changes $U$ by
\begin{equation}
\delta U=(a+b+C)+(a-b+C)-2a=2C .
\end{equation}
A common shift and a shift of the reference for $E_F$ cancel. A term quadratic in charge does not.

Such a term arises when a charged defect is calculated in a periodically repeated cell with a uniform neutralizing background. For a cubic cell of side $L$ and relative permittivity $\epsilon_r$, the potential at a charge $se$ due to its images and the background is $-\alpha se/(4\pi\epsilon_0\epsilon_rL)$. Half the charge times this potential is the spurious energy. It is negative, so the correction is $+Cs^2$ with
\begin{equation}
C=\frac{\alpha}{2\epsilon_rL}\frac{e^2}{4\pi\epsilon_0}.
\end{equation}
The constant $\alpha$ follows from splitting $1/r$ into $\operatorname{erfc}(\eta r)/r$, summed over lattice vectors $\mathbf n$, and a smooth remainder, summed over $\mathbf g=2\pi\mathbf n$. With $L=1$,
\begin{equation}
-\alpha=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}n
+\sum_{\mathbf g\ne0}\frac{4\pi}{g^2}e^{-g^2/4\eta^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.
\end{equation}
The last two terms remove the charge's smooth self-potential and add the background's short-range part. The sum gives $\alpha=2.8373$. For a 216-atom silicon cell with $L=1.629$~nm and $\epsilon_r=11.7$, $C=0.107$~eV and $\delta U=0.214$~eV. If the given energies lacked this correction, this point-charge estimate would leave only $U=-0.036$~eV. In this cell the sign would survive, but with little margin, and the figure is only a leading-order estimate. In a 64-atom cell the same formula gives $U\approx+0.07$~eV, reversing the sign. Conversely, a real defect charge is not a point: treating its screening charge as spread uniformly over the cell multiplies the correction by about $0.66$ and gives $U\approx-0.11$~eV for 216 atoms. The value in part (b) assumes that the energies already include the correction.

The value $0.875$~eV is a two-electron level and must not be used as a single-electron trap level. Releasing one electron to the conduction-band edge costs
\begin{align}
D^-\rightarrow D^0+e^-&:\quad1.12-0.750=0.370~\text{eV},\\
D^0\rightarrow D^++e^-&:\quad1.12-1.000=0.120~\text{eV}.
\end{align}
Their mean, $0.245$~eV, is the depth of $\varepsilon(+/-)$, but neither step has that energy. A recombination model needs both steps, with their own capture rates, which formation energies do not supply.

The input values are rough. They place the two single-electron levels near those of interstitial boron in silicon, a known negative-$U$ centre. The absolute formation energies also depend on the chosen chemical potentials, which shift all three equally and leave the levels and $U$ unchanged. With the levels held fixed, warming from 300 to 350~K raises the model's largest neutral fraction from $0.79\%$ to $1.56\%$; a drift of $U$ by $\pm0.013$~eV would move the latter between $1.3\%$ and $1.9\%$. The gap narrows by roughly $0.01$~eV, which leaves the charge switch inside it. A device under carrier injection breaks the assumption of a single Fermi energy. Its neutral fraction is then set by capture and emission rates and may differ from these values by an amount the present data cannot fix. The sign of $U$, a property of the relaxed energies, is unaffected.

\section*{Numbers as computed}
\begin{verbatim}
Gap: 1.12 eV
Energies at E_F=0 for +1, 0, -1: 1.60, 2.60, 3.35 eV
Level (+/0): 1.000 eV
Level (0/-): 0.750 eV
Level (+/-): 0.875 eV
U: -0.250 eV = -250 meV
Smallest neutral excess, -U/2: 0.125 eV
Conduction edge minus (+/0): 0.120 eV
Conduction edge minus (0/-): 0.370 eV
Conduction edge minus (+/-): 0.245 eV
Table: E_F; E(+1), E(0), E(-1), all eV; stable charge
  0.000; 1.600, 2.600, 3.350; +1
  0.750; 2.350, 2.600, 2.600; +1
  0.875; 2.475, 2.600, 2.475; +1, -1
  1.000; 2.600, 2.600, 2.350; -1
  1.120; 2.720, 2.600, 2.230; -1
Stable charges in gap: +1, -1
Positive-U contrast, energies +1, 0, -1: 1.60, 2.35, 3.35 eV
  levels (+/0), (0/-): 0.750, 1.000 eV
  U: 0.250 eV; stable in gap: +1, 0, -1
Hidden positive-U case, energies +1, 0, -1: 1.60, 3.00, 4.60 eV
  levels (+/0), (0/-): 1.400, 1.600 eV
  U: 0.200 eV; stable in gap: +1
Relaxation model W: 0.30 eV
Relaxation model K: 880 eV/nm^2; F: 22 eV/nm
Displacement per electron: 0.0250 nm
F^2/K: 0.550 eV; relaxed U: -0.250 eV
At 300 K: kT = 0.02585 eV
  largest neutral fraction: 0.79 %
  E_F width, mean charge +0.9 to -0.9: 0.077 eV
  U with spin entropy: -0.214 eV
  |U|/kT: 9.67; after spin: 8.28
At 350 K: kT = 0.03016 eV
  largest neutral fraction: 1.56 %
  E_F width, mean charge +0.9 to -0.9: 0.091 eV
  U with spin entropy: -0.208 eV
  |U|/kT: 8.29; after spin: 6.90
Rough gap narrowing, 300 to 350 K: 0.0125 eV
Supercell: 216 atoms, side 1.629 nm
Relative permittivity: 11.7
Cubic Madelung constant: 2.8373
Image error for charge +1 or -1: 0.107 eV
Change of U on image correction: 0.214 eV
U if inputs lacked that correction: -0.036 eV
Error per energy that can cancel U: 0.0625 eV
\end{verbatim}
